Electronic Thermal Conductance of a Diffuse Metal–Metal Interface

**1. What a continuous temperature leaves out**

Suppose heat flows from a copper line into aluminium, and the temperature is calculated from the two bulk conductivities alone. The temperature then comes out continuous at the contact. If the contact scatters electrons, this is wrong: a step appears there, and for the example below it is as large as the drop across several tens of nanometres of copper. In layers of that thickness the missing step is comparable with the drops that were kept.

A second error is possible once the step is included. The conductance of the contact depends on which temperatures are placed on its two sides, and two reasonable choices differ by almost a factor of two. Both are derived here.

**2. The model and the meaning of T1 and T2**

Metal 1 lies to the left of a plane interface, metal 2 to the right. The heat flux q is positive from 1 to 2. For metal i, D_i(E) is the density of electron states per energy and volume, both spins included, and v_i(E) is the electron speed. The bands are isotropic. At the Fermi energy, let

Z_i = C_i v_i,

where C_i is the electronic heat capacity per volume. Z has the unit of a conductance per area.

An electron that strikes the interface keeps its energy but loses all memory of its direction and of the side it came from. This is the meaning of diffuse scattering here. No oxide or other layer is present, and heat carried by phonons is left out at first.

T1 and T2 are the temperatures of the electrons arriving from the left and from the right, each arriving group being isotropic. With this convention the result is

q = G (T1 − T2),  G = Z1 Z2 / [4 (Z1 + Z2)].

It holds at zero electric current, to leading order in k_B T divided by the Fermi energies.

**3. How many electrons arrive**

Let c be the cosine of the angle between the velocity and the interface normal. In an isotropic distribution a fraction dc/2 of the electrons has its cosine in dc, and these approach the interface with normal speed v c. With occupation f, the number arriving per area, time and energy is

D v f ∫₀¹ c dc/2 = D v f / 4.

Define A_i(E) = D_i v_i / 4, so that the arrival rate is A_i f_i.

**4. The transmission probability**

Let α12 be the probability that an electron arriving from metal 1 leaves into metal 2, and α21 the reverse. Two conditions fix them.

First, loss of memory. The chance of leaving into metal 2 is the same whichever side the electron came from. For an electron from metal 1 it is α12; for one from metal 2 it is 1 − α21. Hence

α12 + α21 = 1.

Second, equilibrium. If both metals have the same temperature and chemical potential, f is the same on both sides and no net flow may exist. Since scattering is elastic, this must hold at each energy:

A1 α12 = A2 α21.

Inserting α21 = 1 − α12 gives A1 α12 = A2 − A2 α12, and so

α12 = A2/(A1 + A2),  α21 = A1/(A1 + A2).

The metal with the larger arrival rate also offers more ways out. The net particle flow per energy is K (f1 − f2), with

K(E) = A1 α12 = A1 A2/(A1 + A2).

No extra factor for occupied final states is needed: elastic scattering turns distinct incoming states into distinct outgoing states, so two electrons are never sent into the same one.

**5. Heat flux at zero current**

The heat flux is the energy flux less the chemical potential μ times the particle flux:

q = ∫ (E − μ) K(E) (f1 − f2) dE.

When the particle flux vanishes, the choice of μ in this expression does not matter.

Let ΔT = T1 − T2 and Δμ = μ1 − μ2 be small. The Fermi function depends on (E − μ)/(k_B T), so that

∂f/∂μ = −∂f/∂E,  ∂f/∂T = [(E − μ)/T] (−∂f/∂E).

With the integrals

K_n = ∫ K(E) (E − μ)ⁿ (−∂f/∂E) dE,

the particle flux J_N and the heat flux become

J_N = K_0 Δμ + K_1 ΔT/T,
q = K_1 Δμ + K_2 ΔT/T.

Setting J_N = 0 gives Δμ = −K_1 ΔT/(K_0 T), and therefore

G = q/ΔT = (K_2 − K_1²/K_0)/T.

The integrals follow from the narrow peak of −∂f/∂E. With x = (E − μ)/(k_B T), the weight is e^x/(e^x + 1)², an even function of x. For x > 0 it equals Σ (−1)ⁿ⁺¹ n e^(−nx), summed from n = 1. Since ∫₀^∞ x² e^(−nx) dx = 2/n³,

∫ x² e^x/(e^x + 1)² dx = 2 Σ (−1)ⁿ⁺¹ n (2/n³) = 4 Σ (−1)ⁿ⁺¹/n² = 4 (π²/12) = π²/3,

where the integral runs over all x. To leading order

K_0 = K,  K_1 = (π²/3)(k_B T)² K′,  K_2 = (π²/3)(k_B T)² K,

with K and its slope K′ taken at the Fermi energy. The open-circuit term is smaller than K_2 by

K_1²/(K_0 K_2) = (π²/3)(k_B T K′/K)².

For a smooth band K′/K is of order 1/E_F, so this ratio is of order (k_B T/E_F)². Dropping it leaves

G = (π²/3) k_B² T K.

**6. Bringing in the heat capacity**

At fixed electron density, ∫ D (df/dT) dE = 0. We may therefore subtract μ from the energy in the heat capacity:

C = ∫ E D (df/dT) dE = ∫ (E − μ) D (df/dT) dE.

The drift of μ with temperature adds a term of order T³, while the explicit temperature dependence gives

C = (π²/3) k_B² T D.

Hence (π²/3) k_B² T A_i = C_i v_i/4 = Z_i/4. Since K is A1 A2/(A1 + A2), multiplying it by the common factor gives

G = (Z1/4)(Z2/4)/(Z1/4 + Z2/4) = Z1 Z2/[4 (Z1 + Z2)].

This is the stated result. G is proportional to T, because each Z is.

**7. Reading the formula**

The reciprocal is a sum:

1/G = 4/Z1 + 4/Z2.

There is a temperature at the point between the two terms. Measure temperatures from a common reference, so that the arriving heat fluxes are Z1 T1/4 and Z2 T2/4. The heat flux leaving into metal 1 is

(1 − α12) Z1 T1/4 + α21 Z2 T2/4 = (Z1/4) T_i,

T_i = (Z1 T1 + Z2 T2)/(Z1 + Z2),

because 1 − α12 = α21 = Z1/(Z1 + Z2). Exchanging the labels gives (Z2/4) T_i on the other side. To first order in ΔT, electrons thus leave on both sides with the same temperature T_i, and

q = (Z1/4)(T1 − T_i) = (Z2/4)(T_i − T2).

The larger part of the step belongs to the metal with the smaller Z. If Z2 is much larger than Z1, then G approaches Z1/4: nearly every electron from metal 1 crosses, and its arrival rate sets the limit.

For two identical metals G = Z/8, not infinity. The model places a plane of complete diffuse scattering there, even though the materials match. If that plane were removed, all electrons would cross and the same temperature convention would give Z/4. This is still finite, although no obstacle remains. The resistance 4/Z arises because T1 and T2 describe only the arriving electrons, not the local mixture of arriving and leaving ones.

**8. Temperatures extrapolated from thick metals**

In a heat-conduction calculation the temperatures at the contact are those of the smooth bulk profiles, continued to the interface. They need a different conductance.

Let x point from metal 1 to metal 2. Assume isotropic scattering in the bulk with one mean free path λ, and a common temperature of electrons and phonons. Let Θ(x, c) be the temperature of electrons moving with cosine c, and T(x) its average over directions. Scattering drives Θ towards T:

c ∂Θ/∂x = (T − Θ)/λ.

Far from the interface the solution is Θ = T − λ c T′, with constant slope T′. Its heat flux is

q = Z ∫₋₁¹ (c/2)(T − λ c T′) dc = −Z λ T′/3,

so κ = Z λ/3 is the thermal conductivity. The part moving right, which arrives from metal 1, is

Z1 ∫₀¹ (c/2)(T1 − λ c T′) dc = Z1 T1/4 − Z1 λ T′/6 = Z1 T1/4 + q/2.

In the same way Z2 T2/4 − q/2 arrives from metal 2. Suppose these forms hold right up to the interface. Then

q = α12 (Z1 T1/4 + q/2) − α21 (Z2 T2/4 − q/2).

Both α12 Z1/4 and α21 Z2/4 equal G, and α12 + α21 = 1. Therefore q = G (T1 − T2) + q/2, or

q = 2 G (T1 − T2).

The factor 4 in the denominator has become 2. This is an approximation, since electrons leaving the interface are isotropic and do not fit the bulk form within about one free path.

The correction can be calculated for each metal separately, because each sees an isotropic emitter at T_i. Write the extrapolated step in metal i as J q/Z_i. To find J, take a slab L free paths thick between isotropic emitters at temperatures 1 and 0. Following electrons along their paths and averaging over c gives, with depth s in free paths,

T(s) = ½ E₂(s) + ½ ∫₀^L E₁(|s − s′|) T(s′) ds′,

where E_n(s) = ∫₀¹ cⁿ⁻² e^(−s/c) dc. The heat flux at the hot emitter is its own emission less what returns:

q/Z = 1/4 − ½ ∫₀^L E₂(s) T(s) ds.

For a thick slab the total resistance is (3L + 2J)/Z: the bulk part is Lλ/κ = 3L/Z, and each face adds J/Z. A numerical solution at L = 10 gives J = 2.131. A test comparing L = 6 with L = 10 gave the expected slope of 3 per free path to within 0.002. The output also lists J from a separate integral, the known solution for a half-space,

J = 18/π² + (3/π) ∫₀^(π/2) [3/x² − 1/(1 − x cot x)] dx,

which agrees at 2.131 and is used only as a comparison. Adding the steps in the two metals gives

G_ext = Z1 Z2/[J (Z1 + Z2)],  G_ext/G = 4/J = 1.877.

The free paths have cancelled. G_ext belongs with Fourier's law in metals thick compared with λ. G belongs with isotropic electrons arriving from reservoirs at known temperatures. For layers about as thick as λ, the accuracy depends on where the heat is released. If heat only crosses a layer between two diffuse faces, the resistance (3L + 2J)/Z is still within 1 % of the solution of the transport equation at L = 1. If heat is released uniformly in the electrons of such a layer, Fourier's law with the same J gives a mean electron temperature rise about 18 % too low at L = 1, and the transport equation is the safer choice.

**9. Free electrons and counting modes**

For free electrons of mass m,

D = m k_F/(π² ħ²),  v = ħ k_F/m,  D v = k_F²/(π² ħ),

and hence

Z = (π²/3) k_B² T D v = k_B² T k_F²/(3ħ).

The mass cancels: a heavier electron has more states per energy but moves more slowly.

The same value follows from counting transverse modes. A disc of radius k_F contains π k_F²/(2π)² = k_F²/(4π) modes per area and spin. In each mode, speed times density of states is 1/h per energy for one direction of travel, so the mode carries a thermal conductance π² k_B² T/(3h). Two spins give

2 [k_F²/(4π)] π² k_B² T/(3h) = k_B² T k_F²/(12ħ) = Z/4.

This gives a microscopic picture of diffuse scattering. Let M1 and M2 modes meet at the interface and let the scattering matrix be a uniformly random unitary matrix. Each incoming electron must go somewhere, and all M1 + M2 exits are equivalent on average. The mean probability for one exit is then 1/(M1 + M2), and the total transmission is M1 M2/(M1 + M2). For 45 and 69 modes this is 27.237; the mean over 200 random matrices was 27.244. When only electrons from metal 1 were present, the outgoing occupations were 0.3946 and 0.3948 on the two sides, as the common exit temperature requires. Time-reversal symmetry changes this slightly. In a non-magnetic contact without a magnetic field and with negligible spin–orbit scattering, return along the incoming path is on average twice as likely as any other single exit. Since all probabilities add to one, each other exit then has the mean probability 1/(M1 + M2 + 1). The mean total transmission becomes M1 M2/(M1 + M2 + 1), and the difference is negligible for many modes.

Electric current crosses in the same modes. A voltage V gives Δμ = eV in magnitude, so the electrical conductance per area is g = e² K, and

G/(g T) = (π²/3)(k_B/e)².

This is the Wiedemann–Franz ratio for the interface. Both conductances refer to arriving electrons.

**10. A copper–aluminium contact at 300 K**

Take rough electron densities of 8.5 × 10²² cm⁻³ for copper and 18 × 10²² cm⁻³ for aluminium, one and three electrons per atom, with free-electron bands. From k_F = (3π² n)^(1/3), the wavenumbers are 13.60 and 17.47 nm⁻¹. The Fermi velocities are 1.575 × 10⁶ and 2.022 × 10⁶ m/s, and the heat capacities are 0.0212 and 0.0273 J/(cm³ K). Thus

Z_Cu = (2.12 × 10⁴ J/(m³ K)) (1.575 × 10⁶ m/s) = 33.4 GW/(m² K),

and Z_Al = 55.2 GW/(m² K) in the same way. The transmission from copper to aluminium is 55.2/(33.4 + 55.2) = 0.62, and in reverse 0.38. The conductances are

G = 33.4 × 55.2/(4 × 88.6) = 5.2 GW/(m² K),
G_ext = 33.4 × 55.2/(2.131 × 88.6) = 9.8 GW/(m² K).

A heat flux of 1 mW/µm², which is 1 GW/m², gives a step of 1/5.2 = 0.19 K between arriving electrons, or 0.10 K between extrapolated temperatures. With a rough copper conductivity of 400 W/(m K), the equivalent copper thickness κ/G is 77 nm, and κ/G_ext is 41 nm. The electrical contact resistance 1/g, which refers to arriving electrons, is 1.4 fΩ m².

The free paths 3κ/Z are 36 nm in copper and, with a rough 240 W/(m K), 13 nm in aluminium. G_ext therefore suits layers much thicker than these. In a copper line a few tens of nanometres thick, its accuracy depends on where the heat is released, as described in part 8.

**11. What the model neglects, in numbers**

All comparisons in this part use arriving-electron temperatures and, unless stated, 300 K.

Finite temperature. A direct integration with Fermi functions 1 K apart, the current set to zero and the mean chemical potential kept at the Fermi energy, changes G by −4 × 10⁻⁵ of its value. The drift of μ with temperature, left out there, has an effect of the same order, (k_B T/E_F)². Leading order is ample here. At 400 K, G rises to 6.9 GW/(m² K), in proportion to T.

Specular scattering. A smooth, sharp potential step conserves the wavevector along the interface. If k1 and k2 are the normal wavenumbers, matching the wave and its slope gives 1 + r = t and k1(1 − r) = k2 t. Thus r = (k1 − k2)/(k1 + k2), and the transmission is 1 − r² = 4 k1 k2/(k1 + k2)². Averaged over arriving electrons, this gives 7.6 GW/(m² K), which is 46 % above the diffuse value. No elastic interface in this model can exceed the smaller Z/4, here 8.4 GW/(m² K), since no more electrons can cross than arrive.

Phonons. Apply the same diffuse rule at each phonon frequency ω, with three Debye branches of sound speed u_i. The arrival rate is 3ω²/(8π² u_i²), so the two sides combine to 3ω²/[8π² (u1² + u2²)]. Multiplying by ħω ∂n/∂T, with n the Bose function, and integrating up to the lower Debye cutoff gives 0.76 GW/(m² K) for rough speeds of 2600 and 3500 m/s. If phonons and electrons arrive at equal temperatures, this adds in parallel and raises the total by about 15 %. The estimate depends on how the spectrum is simplified: separate longitudinal and transverse branches, with rough speeds of 4760 and 2325 m/s in copper and 6420 and 3040 m/s in aluminium, give about 0.9 GW/(m² K), or 18 %.

Fermi surface. For a general surface, C v no longer describes the arrival rate, which depends on direction. Z must then be read as four times the arriving heat flux per kelvin. It is proportional to the area, projected along the interface normal, of the part of the surface whose electrons move towards the interface. Copper's surface has necks along the eight ⟨111⟩ directions, where area is missing. To see the size of the missing area alone, cut the necks out of an otherwise unchanged sphere. With a rough neck radius of 0.2 k_F and a [111] normal, one neck facing the interface and three tilted ones with cosine 1/3 remove a fraction (0.2)² (1 + 3/3) = 8 % of Z_Cu. From the formula for G,

∂ln G/∂ln Z1 = 1 − Z1/(Z1 + Z2) = Z2/(Z1 + Z2),

which is 0.62 for copper, so this cut alone lowers G by about 5 %. The real surface must still hold one electron per atom and is therefore deformed outside the necks as well. That changes its projected area too, possibly by as much as the cut itself, and is not included here. Neither the size nor the sign of the total change in G therefore follows from the cut. Aluminium's band structure is not calculated here; at fixed Z_Cu, a 10 % lower Z_Al would reduce G by 4 %, and a 20 % lower one by about 9 %. Aluminium's free-electron sphere crosses the zone faces, where gaps remove area, and the loss may well be nearer 20 % than 10 %. The values of part 10 are therefore free-electron values and do not describe the real metals to the digits shown.

**12. Beside real contacts**

The densities and conductivities are typical of the pure metals. Reported room-temperature conductances of clean aluminium–copper contacts are, as a rough size, 4 GW/(m² K). This is close to G, but if such a value is extracted with Fourier's law in thick films, the proper comparison is G_ext, which is more than twice as large. Nearness to 5.2 is then no proof of the model. Real contacts may also contain an oxide, a barrier layer or a reacted alloy, and this breaks the assumption of a bare plane. The resistance 1/G is 0.19 m² K/GW, equal to that of 0.19 nm of material with conductivity 1 W/(m K), a rough size for a poorly conducting oxide. By this bulk measure a 2 nm oxide would add about ten times 1/G, and the bare-contact formula would no longer set the temperature step.

Table of computed values

```
Temperature: 300 K
Cu electron density (rough): 8.5 1e22/cm^3
Cu Fermi wavenumber: 13.60 1/nm
Cu Fermi energy: 7.05 eV
Cu Fermi velocity: 1.575 1e6 m/s
Cu electronic heat capacity: 0.0212 J/(cm^3 K)
Cu Z: 33.44 GW/(m^2 K)
Cu thermal conductivity (rough): 400 W/(m K)
Cu mean free path 3*kappa/Z: 35.9 nm
Al electron density (rough): 18.0 1e22/cm^3
Al Fermi wavenumber: 17.47 1/nm
Al Fermi energy: 11.62 eV
Al Fermi velocity: 2.022 1e6 m/s
Al electronic heat capacity: 0.0273 J/(cm^3 K)
Al Z: 55.15 GW/(m^2 K)
Al thermal conductivity (rough): 240 W/(m K)
Al mean free path 3*kappa/Z: 13.1 nm
Transmission Cu to Al: 0.6225
Transmission Al to Cu: 0.3775
G, arriving-electron temperatures: 5.205 GW/(m^2 K)
Resistance 1/G: 0.1921 m^2 K/GW
G from Fermi functions, zero current: 5.205 GW/(m^2 K)
Relative finite-temperature deviation: -3.9e-05
Random scattering: modes Cu 45, Al 69
Mean total transmission, random matrices: 27.244
M1*M2/(M1+M2): 27.237
Outgoing occupation, Cu side 0.3946, Al side 0.3948
Jump coefficient J from slab transport: 2.131
J from separate integral: 2.131
G, extrapolated temperatures: 9.770 GW/(m^2 K)
Ratio of the two conductances: 1.877
Lorenz ratio at interface: 2.443 1e-8 V^2/K^2
Electrical contact resistance: 1.408 fOhm m^2
Equivalent Cu thickness, arriving: 76.9 nm
Equivalent Cu thickness, extrapolated: 40.9 nm
Heat flux chosen: 1.0 mW/um^2
Temperature step, arriving: 0.192 K
Temperature step, extrapolated: 0.102 K
Specular step, G (arriving): 7.624 GW/(m^2 K)
Upper bound min(Z)/4: 8.361 GW/(m^2 K)
Sound speeds (rough): Cu 2600, Al 3500 m/s
Phonon channel estimate: 0.764 GW/(m^2 K)
Phonon channel relative to G: 14.7 %
Cu neck radius / kF (rough): 0.2
Cu Z lost to necks, [111] normal: 8.0 %
Change of G from necks: -5.1 %
Change of G if Al Z is 10 % lower: -4.0 %
G at 400 K (arriving): 6.939 GW/(m^2 K)
```
